# Steric saturation in atomic layer deposition does not imply close packing

## Question

I am modelling one precursor pulse in atomic layer deposition. The precursor chemisorbs irreversibly, and uptake stops because the ligands of the adsorbed species shield the remaining surface. I treat each adsorbate as a hard disk of diameter $d=0.60$ nm carrying one metal atom, and the film contains 25 metal atoms per nm³.

My reasoning was that a saturated surface has no room for another disk, so the disks must be packed as densely as possible, which means hexagonally. That gives me the growth per cycle. Run backwards, it gives me a footprint from a measured growth per cycle. Is the step from "no room left" to "hexagonally packed" valid? If it is not, what coverage should I use, and would a longer pulse close the difference?

## Answer

The step is not valid. "No further disk fits" is a statement about each hole separately: none is large enough. "Densest packing" is a statement about the total free area. Many holes, each slightly too small, can leave much of the surface bare.

I use the following model. Disks arrive uniformly at random on a flat surface without structure. A disk sticks if it overlaps none already present, and otherwise it leaves. Stuck disks do not move, desorb or shrink. Let $\rho$ be the number of disks per area and $\theta=\rho\pi d^2/4$ the covered area fraction.

### What saturation alone guarantees

Two disks do not overlap if their centres are at least $d$ apart. The surface is therefore saturated when every point lies closer than $d$ to some centre.

Take a large periodic cell of area $A$ with $N$ disks, and join the centres into Delaunay triangles, whose circumcircles contain no centre in their interior. For a periodic triangulation, vertices minus edges plus faces is zero. Each triangle has three edges and each edge belongs to two triangles, so $E=3F/2$. Then $N-3F/2+F=0$, and there are $F=2N$ triangles.

Let a triangle have circumradius $R$. Its circumcentre is at distance $R$ from the nearest disk centres, so saturation requires $R<d$. Conversely, if $R<d$ in every triangle, the surface is saturated. To see this, write any point $P$ of a triangle as a weighted mean of the corners $V_i$, with weights $w_i\ge0$ that add up to 1. If $O$ is the circumcentre, then $\sum_i w_i|V_i-P|^2=R^2-|P-O|^2\le R^2$, so at least one corner lies within $R$ of $P$.

With angles $\alpha,\beta,\gamma$ and sides $2R\sin\alpha$ and so on, the area of the triangle is

$$
S=2R^2\sin\alpha\sin\beta\sin\gamma .
$$

**Largest triangle.** Since $\alpha+\beta=\pi-\gamma$,

$$
\sin\alpha\sin\beta=\tfrac12[\cos(\alpha-\beta)+\cos\gamma]\le\tfrac12(1+\cos\gamma),
$$

so $S\le R^2(1+\cos\gamma)\sin\gamma$. The derivative of the right side with respect to $\gamma$ is proportional to $\cos\gamma+\cos2\gamma$, which vanishes at $\gamma=60^\circ$. There the bound is $\frac{3\sqrt3}{4}R^2$, which is less than $\frac{3\sqrt3}{4}d^2$. Summing over the $2N$ triangles gives $A<\frac{3\sqrt3}{2}Nd^2$, and hence

$$
\theta=\frac{N\pi d^2}{4A}>\frac{\pi}{6\sqrt3}=0.302 .
$$

**Smallest triangle.** Every side is at least $d$, and $R<d$, so the sine of every angle exceeds $d/(2d)=1/2$. Every angle is thus above $30^\circ$. Because the three add up to $180^\circ$, each is also below $120^\circ$. The largest angle is at least $60^\circ$, so its sine is at least $\sqrt3/2$. Half the product of the two adjacent sides and this sine gives $S\ge\frac{\sqrt3}{4}d^2$. Now $A\ge\frac{\sqrt3}{2}Nd^2$, and

$$
\theta\le\frac{\pi}{2\sqrt3}=0.907 .
$$

An unsaturated arrangement obeys the upper bound too, because one can add disks until it is saturated, which only raises $\theta$.

Hexagonal packing with spacing $d$ reaches the upper bound. A triangular lattice stretched to a spacing just below $\sqrt3\,d$ approaches the lower one: at $0.999\sqrt3\,d$ its circumradius is $0.999d$, so no disk fits, although the coverage is only 0.303. Saturation by itself therefore leaves a factor of three open. The way the surface was filled decides where in this interval it ends.

### Why random filling is inefficient from the start

Measure the dose by $\tau$, the number of arrivals per disk area $\pi d^2/4$. Count every arrival that would stick on a bare surface, including those that are blocked. If $\phi$ is the fraction of the surface where a new centre may land, a small extra dose $\delta\tau$ brings $\delta\tau/(\pi d^2/4)$ arrivals per area. A fraction $\phi$ of them stick, and each covers $\pi d^2/4$, so

$$
\frac{d\theta}{d\tau}=\phi(\theta).
$$

One disk excludes new centres from a circle of radius $d$, whose area $\pi d^2$ is four times that of the disk itself. To first order, then, $\phi=1-\rho\pi d^2=1-4\theta$. This subtracts the overlap of two exclusion circles twice, so it must be added back once per pair. For separation $r=2d\cos\alpha$ the overlap is

$$
A_2=2d^2\arccos\frac{r}{2d}-\frac r2\sqrt{4d^2-r^2}=d^2(2\alpha-\sin2\alpha).
$$

At low coverage the pairs are uniformly distributed outside the forbidden range $r<d$, so there are $\frac12\rho^2\,2\pi r\,dr$ of them per area. Overlap exists up to $r=2d$. With $r\,dr=-2d^2\sin2\alpha\,d\alpha$, and $\alpha$ running from $\pi/3$ to 0,

$$
\int_d^{2d}2\pi rA_2\,dr=4\pi d^4\int_0^{\pi/3}(2\alpha\sin2\alpha-\sin^22\alpha)\,d\alpha .
$$

The first term integrates to $[-\alpha\cos2\alpha+\frac12\sin2\alpha]_0^{\pi/3}=\frac{\pi}{6}+\frac{\sqrt3}{4}$. The second gives $[\frac{\alpha}{2}-\frac18\sin4\alpha]_0^{\pi/3}=\frac{\pi}{6}+\frac{\sqrt3}{16}$. Their difference is $3\sqrt3/16$, so the whole integral is $\frac{3\sqrt3\pi}{4}d^4$. Multiplying by $\frac12\rho^2$ and inserting $\rho=4\theta/(\pi d^2)$ yields

$$
\phi=1-4\theta+\frac{6\sqrt3}{\pi}\theta^2+O(\theta^3).
$$

At $\theta=0.100$ this gives 0.633, while direct sampling of simulated surfaces gives 0.636. The small difference contains both sampling noise and the omitted higher orders.

A Langmuir law that fills up to the hexagonal limit, $\phi=1-\theta/0.907$, has an initial slope of magnitude 1.10 instead of 4. At the same coverage it would leave $1-0.110=0.890$ of the surface open. It subtracts only the area that each disk takes up in a hexagonal layer, but what matters to an arriving disk is the area from which its centre is excluded.

### Where random filling stops

The low-coverage series cannot be carried to the end point, and I know of no closed formula for it, so the jamming coverage $\theta_J$ has to be simulated. Waiting for random trials to hit the last tiny holes would take too long. Instead, the surface is divided into small squares. A square is discarded once a single disk blocks all of it, which loses nothing because blocked places stay blocked. Trials fall uniformly on the remaining squares, with waiting times that reproduce the original arrival rate there. The squares are repeatedly subdivided, and when none is left the surface is saturated.

Ten periodic boxes of side $80d$ gave

$$
\theta_J=0.547\pm0.001,
$$

where the uncertainty is the standard error over the boxes. In every box the Delaunay triangles confirmed saturation independently: there were $2N$ of them, all with circumradius below $d$. Their areas ranged from $0.434d^2$ to $1.297d^2$, almost the whole permitted interval from $0.433d^2$ to $1.299d^2$. The largest triangles surround holes that only just fail to admit a disk, because an area near the upper limit requires a circumradius near $d$.

The ratio to hexagonal coverage is $0.547/0.907=0.603$. A fully saturated random layer holds about 40% fewer adsorbates than the hexagonal one.

### Is frozen disorder really the cause?

This can be checked by changing one rule. I took a jammed surface with 277 disks, in a box of side $20d$, and allowed small random moves without overlap while arrivals continued. Without moves, not one more disk could have entered. After 300,000 attempted moves and as many arrivals there were 326 disks, and the coverage had risen from 0.544 to 0.640. The disks had the same size throughout, so the extra uptake came from relocation.

The value 0.640 belongs to this run length and is not a new saturation limit. It does show that 0.547 should not be used for adsorbates that diffuse appreciably during the pulse.

### Would a longer pulse help?

It brings the coverage closer to 0.547, but not beyond it. The approach is slow because the last holes are small targets. Suppose that the remaining holes are isolated, that each takes one disk, and that a hole of linear size $h$ offers a landing area $gh^2$, with $g$ a shape factor. Arrivals per area number $4\tau/(\pi d^2)$, so the hole is still empty after a further dose $\tau$ with probability $e^{-ch^2\tau}$, where $c=4g/(\pi d^2)$. If the density of hole sizes $n(h)$ tends to a finite, nonzero value $n(0)$ for small $h$, then at large dose

$$
\theta_J-\theta(\tau)\simeq\frac{\pi d^2}{4}\,n(0)\int_0^\infty e^{-ch^2\tau}\,dh
=\frac{\pi d^2}{8}\,n(0)\sqrt{\frac{\pi}{c\,\tau}}\;\propto\;\tau^{-1/2}.
$$

The finite $n(0)$ is an assumption, so this is a scaling argument rather than a proof. The simulation supports it: the exponent calculated from the gaps $\theta_J-\theta$ at $\tau=100$ and $\tau=10\,000$ is $-0.51$, with a statistical uncertainty of about 0.02 because only some 200 disks are still missing at the larger dose.

| Dose $\tau$ | Coverage $\theta$ |
|---:|---:|
| 1 | 0.326 |
| 10 | 0.473 |
| 100 | 0.522 |
| 1000 | 0.539 |
| 10 000 | 0.545 |

Going from $\tau=100$ to $\tau=1000$ adds only 0.017 to the coverage. An uptake curve can therefore look flat while still a few per cent below jamming, and this flatness says nothing about hexagonal order.

### Your numbers

The footprint area is $\pi(0.60\ \text{nm})^2/4=0.2827$ nm². For random jamming, the adsorbate density and the growth per cycle are

$$
\frac{0.5469}{0.2827\ \text{nm}^2}=1.93\ \text{nm}^{-2},\qquad
\frac{1.934\ \text{nm}^{-2}}{25\ \text{nm}^{-3}}=0.077\ \text{nm}.
$$

Hexagonal packing would give $0.9069/0.2827=3.21$ nm⁻² and $3.208/25=0.128$ nm.

Now run the argument backwards. In a hexagonal layer each disk occupies $\frac{\sqrt3}{2}d^2$. Someone who observes 1.934 nm⁻² and assumes such a layer infers

$$
d_{\text{app}}=\sqrt{\frac{2}{\sqrt3\times1.934\ \text{nm}^{-2}}}=0.77\ \text{nm}
$$

instead of 0.60 nm. The diameter comes out too large by a factor of 1.29 and the footprint area by a factor of 1.66. The growth per cycle alone cannot reveal the error, because it fixes only the ratio of coverage to footprint area. You need independent knowledge of either the footprint or the packing.

### When to use 0.547

Use it for round, equal, immobile adsorbates that bind irreversibly wherever they fit. It does not carry over unchanged in these cases:

- If adsorbates bind only at discrete reactive sites, these can lower the coverage even when they outnumber the adsorbates. Suppose the sites are scattered at random, each holds the centre of one disk, and all are tried eventually. Trying them in random order is then the same as a finite dose $\tau$ equal to the number of sites per disk area. With 3.5 sites per nm² and your footprint, $\tau$ is about 1, and the table gives a final coverage near 0.33 instead of 0.547. Ordered sites, as on a crystal face, behave differently and can move the coverage either way, depending sharply on the ratio of site spacing to $d$. A triangular site lattice of spacing exactly $d$ fills completely, to 0.907. For $d=0.60$ nm, random filling of a triangular lattice gives about 0.62 at a spacing of 0.35 nm and about 0.23 at 0.574 nm, which is again 3.5 sites per nm². For such a surface the coverage has to be simulated on the actual site pattern.
- If adsorbates lose ligands during the pulse, their footprints shrink and room may reopen.
- If they diffuse or desorb and readsorb, the layer can rearrange.
- If they are elongated or flexible, a single disk diameter does not describe the exclusion.

The bounds 0.302 and 0.907 are less demanding. They hold for any saturated layer of equal hard disks on a structureless surface, however it was formed. The numerical output below lists the values used here for the structureless surface.

## Table of computed values

```
lower limit of saturated coverage: 0.3023
hexagonal coverage (upper limit): 0.9069
sparse saturated lattice, spacing 0.999*sqrt(3) d: coverage 0.3029
sparse lattice, largest circumradius: 0.9990 d
simulation: 10 periodic boxes of side 80 d
total number of disks at jamming: 44564
random jamming coverage: 0.5469
standard error of jamming coverage: 0.0009
jammed surfaces, largest circumradius: 1.0000 d
jammed surfaces, smallest triangle area: 0.4340 d^2
jammed surfaces, largest triangle area: 1.2971 d^2
allowed triangle areas: 0.4330 to 1.2990 d^2
ratio jamming/hexagonal coverage: 0.603
quadratic coefficient of free fraction: 3.3080
initial slope of Langmuir law with hexagonal limit: 1.103
free fraction at coverage 0.100, sampled: 0.6363
free fraction at coverage 0.100, series: 0.6330
coverage at dose 1 arrivals per disk area: 0.3262
coverage at dose 10 arrivals per disk area: 0.4733
coverage at dose 100 arrivals per disk area: 0.5219
coverage at dose 1000 arrivals per disk area: 0.5386
coverage at dose 10000 arrivals per disk area: 0.5445
coverage at dose 20, plain trials: 0.4896
coverage at dose 20, accelerated: 0.4942
late exponent, dose 100 to 10000: -0.513
mobility control: box side 20 d, 300000 moves and 300000 arrivals
mobility control, disks before and after: 277, 326
mobility control, coverage before: 0.5439
mobility control, coverage after: 0.6401
example footprint diameter: 0.60 nm
example footprint area: 0.2827 nm^2
example film metal density: 25.0 nm^-3
adsorbate density, random jamming: 1.934 nm^-2
adsorbate density, hexagonal: 3.208 nm^-2
growth per cycle, random jamming: 0.0774 nm
growth per cycle, hexagonal: 0.1283 nm
diameter inferred by assuming hexagonal packing: 0.773 nm
inferred/true diameter: 1.288
inferred/true footprint area: 1.658
```
